# Heat capacity of partly ionized donors: kinetic term and ionization peak: a numerical check

```python
"""
Constant-volume electronic heat capacity of uncompensated donors.
Result under test, per donor and in units of Boltzmann's constant k:
    c = (3/2) f + x^2 f (1-f)/(2-f),   x = 3/2 + E_d/(kT)
f   : ionized fraction n/N_D, from n^2/(N_D-n) = (N_c/g) exp(-E_d/kT)
N_D : donor density; E_d : binding energy; g : bound-state degeneracy
N_c : effective density of band states; n : free-electron density
First term: kinetic, at fixed n.  Second term: thermal ionization.
Energies are in eV, densities in cm^-3, temperatures in K.
Example: interstitial Li in Si, with rough typical material values.
"""
import numpy as np
from scipy import constants as const
from scipy.integrate import quad
from scipy.optimize import brentq, minimize_scalar
from scipy.special import gammaln

K_EV = const.k / const.e
DONORS = 1.0e15
BINDING = 0.033
DEGENERACY = 10
M_LONG, M_TRANS, VALLEYS = 0.92, 0.19, 6
MASS_DOS = VALLEYS**(2/3) * (M_LONG * M_TRANS**2)**(1/3)
PERMITTIVITY = 11.7


def band_density(T, mass=MASS_DOS):
    return 2e-6 * (2*np.pi*mass*const.m_e*const.k*T / const.h**2)**1.5


def ionized_fraction(T, donors=DONORS):
    mass_action = band_density(T)/DEGENERACY * np.exp(-BINDING/(K_EV*T))
    return 2 / (1 + np.sqrt(1 + 4*donors/mass_action))


def heat_terms(T, donors=DONORS):
    f = ionized_fraction(T, donors)
    x = 1.5 + BINDING/(K_EV*T)
    return 1.5*f, x**2 * f*(1-f)/(2-f)


def heat_total(T):
    return sum(heat_terms(T))


def derivative(function, T, relative_step=5e-4):
    h = relative_step*T
    return (8*(function(T+h) - function(T-h))
            - function(T+2*h) + function(T-2*h)) / (12*h)


def find_peak(function, low, high):
    fit = minimize_scalar(lambda T: -np.log(function(T)),
                          bounds=(low, high), method="bounded",
                          options={"xatol": 1e-8})
    return fit.x, function(fit.x)


# Band states counted directly in k-space for an anisotropic valley.
T_test = 60.0
axis = np.linspace(-8, 8, 65)
widths = [np.sqrt(m*const.m_e*const.k*T_test)/const.hbar
          for m in (M_TRANS, M_TRANS, M_LONG)]
kx, ky, kz = np.meshgrid(*[axis*w for w in widths], indexing="ij")
energy = const.hbar**2/(2*const.m_e) * (
    (kx**2 + ky**2)/M_TRANS + kz**2/M_LONG)
weight = np.exp(-energy/(const.k*T_test))
cell = np.prod([w*(axis[1]-axis[0]) for w in widths])
counted = 2*VALLEYS*weight.sum()*cell/(2*np.pi)**3 * 1e-6
mean_kinetic = (energy*weight).sum()/weight.sum()/(const.k*T_test)
assert abs(counted/band_density(T_test) - 1) < 1e-9
assert abs(mean_kinetic - 1.5) < 1e-9


# Full Fermi-Dirac statistics, neutrality and numerical differentiation.
def fermi_energy_density(T, mesh=0.05):
    """Energy per donor in eV above the all-neutral state."""
    t = np.arange(0, 8, mesh)

    def moment(eta, power):
        occupation = 1/(np.exp(t**2 - eta) + 1)
        return 4/np.sqrt(np.pi)*mesh*np.sum(t**power*occupation)

    def imbalance(eta):
        free = band_density(T)*moment(eta, 2)
        charged = DONORS/(1 + DEGENERACY*np.exp(eta + BINDING/(K_EV*T)))
        return np.log(free/charged)

    eta = brentq(imbalance, -40, 5, xtol=1e-13, rtol=1e-14)
    free = band_density(T)*moment(eta, 2)
    kinetic = band_density(T)*K_EV*T*moment(eta, 4)
    return (kinetic + BINDING*free)/DONORS


def fermi_heat(T, mesh=0.05):
    return derivative(lambda s: fermi_energy_density(s, mesh), T)/K_EV


for T in (20, 30, 45, 60, 80, 120, 200, 300):
    dilution = DONORS*ionized_fraction(T)/band_density(T)
    error = abs(heat_total(T)/fermi_heat(T) - 1)
    assert error < 2*dilution + 1e-7, (T, error, dilution)

# Freeze-out and high-temperature limits against the Fermi-Dirac result.
T = 15.0
x = 1.5 + BINDING/(K_EV*T)
root = np.sqrt(band_density(T)/(DEGENERACY*DONORS)
               * np.exp(-BINDING/(K_EV*T)))
assert abs(root*(x**2 + 3)/2/fermi_heat(T) - 1) < 1e-4
T = 1000.0
x = 1.5 + BINDING/(K_EV*T)
excess = (1 - ionized_fraction(T))*(x**2 - 1.5)
assert abs((fermi_heat(T) - 1.5)/excess - 1) < 0.02


# Finite canonical sum over the number of ionized donors.
def canonical_moments(T, count):
    free = np.arange(count + 1)
    log_ratio = (np.log(band_density(T)*count/DONORS/DEGENERACY)
                 - BINDING/(K_EV*T))
    log_weight = (gammaln(count+1) - 2*gammaln(free+1)
                  - gammaln(count-free+1) + free*log_ratio)
    probability = np.exp(log_weight - log_weight.max())
    probability /= probability.sum()
    mean = probability @ free
    return mean, probability @ (free-mean)**2


def canonical_heat(T, count):
    def energy_per_donor(s):
        mean = canonical_moments(s, count)[0]
        return mean*(BINDING + 1.5*K_EV*s)/count
    return derivative(energy_per_donor, T)/K_EV


T_sum = 50.0
f_sum = ionized_fraction(T_sum)
noise_formula = f_sum*(1-f_sum)/(2-f_sum)
canonical_rows = []
for count in (100, 1000, 10000):
    mean, variance = canonical_moments(T_sum, count)
    heat = canonical_heat(T_sum, count)
    x = 1.5 + BINDING/(K_EV*T_sum)
    by_noise = (1.5*mean + x**2*variance)/count
    assert abs(heat/by_noise - 1) < 1e-6
    assert abs(heat/heat_total(T_sum) - 1) < 5/count
    assert abs(variance/count/noise_formula - 1) < 5/count
    canonical_rows.append((count, heat, variance/count))

# Peak law, its bounds and uniqueness for several donor densities.
T_limit = 2*BINDING/(3*K_EV)
grid = np.geomspace(10, 3000, 4000)
for donors in (1e12, 1e13, 1e14, 1e15, 1e16, 1e17):
    assert ionized_fraction(T_limit, donors) > 2 - np.sqrt(2)
    T_top, _ = find_peak(lambda s: heat_terms(s, donors)[1], 10, T_limit)
    f_top = ionized_fraction(T_top, donors)
    eps = BINDING/(K_EV*T_top)
    predicted = 2 - np.sqrt(2/(1 - 2*eps/(eps+1.5)**2))
    assert abs(f_top - predicted) < 1e-5
    assert 2-np.sqrt(3) <= f_top < 2-np.sqrt(2)
    kinetic, ionization = heat_terms(grid, donors)
    assert np.all(np.diff(kinetic) > 0)
    turns = np.sum(np.diff(np.sign(np.diff(ionization))) != 0)
    assert turns == 1


# Extended donor model used to size neglected effects.
def extended_heat(T, levels=(), acceptors=0.0, binding=BINDING):
    """levels: (energy above ground level, number of states)."""
    def energy_per_donor(s):
        kt = K_EV*s
        internal = DEGENERACY + sum(
            states*np.exp(-gap/kt) for gap, states in levels)
        excitation = sum(gap*states*np.exp(-gap/kt)
                         for gap, states in levels)/internal
        constant = band_density(s)/internal*np.exp(-binding/kt)
        available = DONORS - acceptors
        b = acceptors + constant
        free = 2*constant*available/(
            b + np.sqrt(b*b + 4*constant*available))
        return (free*(binding + 1.5*kt)
                + (available-free)*excitation)/DONORS
    return derivative(energy_per_donor, T)/K_EV


for T in (20, 60, 200):
    assert abs(extended_heat(T)/heat_total(T) - 1) < 1e-7

T_ion, c_ion = find_peak(lambda s: heat_terms(s)[1], 25, 250)
T_peak, c_peak = find_peak(heat_total, 25, 250)
assert c_peak > 1.5
half_low = brentq(lambda s: heat_terms(s)[1] - c_ion/2, 15, T_ion)
half_high = brentq(lambda s: heat_terms(s)[1] - c_ion/2, T_ion, 500)
volume_heat = c_peak*DONORS*const.k

A1_LEVEL = [(0.0018, 2)]
UPPER_LEVELS = [(0.0215, 12), (0.024, 12), (0.0266, 24)]
peak_a1 = find_peak(lambda s: extended_heat(s, A1_LEVEL), 25, 250)
peak_all = find_peak(
    lambda s: extended_heat(s, A1_LEVEL + UPPER_LEVELS), 25, 250)
acceptors = 0.01*DONORS
peak_comp = find_peak(
    lambda s: extended_heat(s, acceptors=acceptors), 25, 250)
T_schottky, c_schottky = find_peak(
    lambda s: extended_heat(s, A1_LEVEL), 4, 14)

free_peak = DONORS*ionized_fraction(T_peak)
screening = np.sqrt(PERMITTIVITY*const.epsilon_0*const.k*T_peak
                    / (const.e**2*free_peak*1e6))
coulomb_shift = const.e/(4*np.pi*const.epsilon_0*PERMITTIVITY*screening)
peak_coulomb = find_peak(
    lambda s: extended_heat(s, binding=BINDING-coulomb_shift), 25, 250)
electrons_in_volume = free_peak*1e6*screening**3

DEBYE_T, ATOMS = 640.0, 5.0e22
debye_integral = quad(
    lambda y: y**4*np.exp(-y)/(-np.expm1(-y))**2 if y > 0 else 0.0,
    0, DEBYE_T/T_peak)[0]
lattice_heat = 9*ATOMS*const.k*(T_peak/DEBYE_T)**3*debye_integral

GAP, HOLE_MASS = 1.12, 1.1
holes = (band_density(300)*band_density(300, HOLE_MASS)
         * np.exp(-GAP/(K_EV*300))/DONORS)
pair_heat = holes/DONORS*(GAP/(K_EV*300) + 3)**2
CONFINED_MASS = 3/(2/M_TRANS + 1/M_LONG)
radius = const.hbar/np.sqrt(2*CONFINED_MASS*const.m_e*BINDING*const.e)
HOP_BARRIER, ATTEMPT_RATE = 0.65, 1e13
log_hop = np.log10(ATTEMPT_RATE) - HOP_BARRIER/(K_EV*T_peak*np.log(10))
fermi_peak = fermi_heat(T_peak)
mesh_shift = abs(fermi_heat(T_peak, 0.025) - fermi_peak)
assert mesh_shift < 1e-6

print("Li in Si, rough inputs; c is in k per donor")
print(f"N_D = {DONORS:.1e} cm^-3, E_d = {BINDING*1e3:.1f} meV, "
      f"g = {DEGENERACY}")
print(f"masses: long. {M_LONG}, trans. {M_TRANS}, "
      f"DOS {MASS_DOS:.3f} m_e; valleys {VALLEYS}")
print(f"k-space count at {T_test:.0f} K: N_c = {counted:.4e} cm^-3, "
      f"mean KE = {mean_kinetic:.4f} kT")
print("T(K)    f          kinetic    ionization total")
for T in (20, 30, 40, 50, 60, 77, 100, 150, 300):
    kinetic, ionization = heat_terms(T)
    print(f"{T:4d}  {ionized_fraction(T):.3e}  {kinetic:.3e}  "
          f"{ionization:.3e}  {kinetic+ionization:.4f}")
print(f"ionization peak: T = {T_ion:.2f} K, c = {c_ion:.3f} k, "
      f"f = {ionized_fraction(T_ion):.4f}")
print(f"  there E_d/kT = {BINDING/(K_EV*T_ion):.3f}")
print(f"  half height at {half_low:.2f} K and {half_high:.2f} K")
print(f"total peak: T = {T_peak:.2f} K, c = {c_peak:.3f} k, "
      f"f = {ionized_fraction(T_peak):.4f}")
print(f"  kinetic part {heat_terms(T_peak)[0]:.3f} k, "
      f"ionization part {heat_terms(T_peak)[1]:.3f} k")
print(f"  per volume: {volume_heat:.3e} J/(cm^3 K)")
print(f"uniqueness limit 2E_d/3k = {T_limit:.1f} K, "
      f"f there = {ionized_fraction(T_limit):.4f}")
print(f"canonical sums at {T_sum:.0f} K: donors, c (k), Var(M)/N")
for count, heat, noise in canonical_rows:
    print(f"  {count:5d}  {heat:.5f}  {noise:.6f}")
print(f"  formula: {heat_total(T_sum):.5f}  {noise_formula:.6f}")
print("Neglected effects (rough inputs)")
print(f"A1 level at +{A1_LEVEL[0][0]*1e3:.1f} meV: "
      f"peak {peak_a1[1]:.3f} k at {peak_a1[0]:.2f} K")
print("n=2 levels (meV above ground, states): " + ", ".join(
    f"{gap*1e3:.1f} ({states})" for gap, states in UPPER_LEVELS))
print(f"A1 and n=2 levels: peak {peak_all[1]:.3f} k "
      f"at {peak_all[0]:.2f} K")
print(f"A1 Schottky peak: {c_schottky:.4f} k at {T_schottky:.2f} K")
print(f"  ionization term there: {heat_terms(T_schottky)[1]:.2e} k")
print(f"1% acceptors: peak {peak_comp[1]:.3f} k at {peak_comp[0]:.2f} K")
print(f"  c at 30 K: {extended_heat(30, acceptors=acceptors):.4f} k, "
      f"without acceptors {heat_total(30):.4f} k")
print(f"screening length {screening*1e9:.1f} nm, "
      f"Coulomb shift {coulomb_shift*1e3:.2f} meV")
print(f"  electrons per cubed length: {electrons_in_volume:.3f}")
print(f"  shifted E_d: peak {peak_coulomb[1]:.3f} k "
      f"at {peak_coulomb[0]:.2f} K")
print(f"n/N_c at total peak: {free_peak/band_density(T_peak):.2e}")
print(f"  Fermi-Dirac change of c: {fermi_peak/c_peak-1:.2e} (relative)")
print(f"  shift on halving Fermi mesh: {mesh_shift:.1e} k")
print(f"donor radius {radius*1e9:.2f} nm, "
      f"spacing {DONORS**(-1/3)*1e7:.1f} nm")
print(f"Li hop rate at peak: 10^({log_hop:.1f}) s^-1 "
      f"(barrier {HOP_BARRIER} eV)")
print(f"electron-hole pair term at 300 K: {pair_heat:.1e} k per donor")
print(f"lattice, Debye T = {DEBYE_T:.0f} K: "
      f"{lattice_heat:.3e} J/(cm^3 K) at peak")
print(f"  electronic/lattice heat: {volume_heat/lattice_heat:.2e}")
print("ALL CHECKS PASSED")
```

It prints:

```
Li in Si, rough inputs; c is in k per donor
N_D = 1.0e+15 cm^-3, E_d = 33.0 meV, g = 10
masses: long. 0.92, trans. 0.19, DOS 1.061 m_e; valleys 6
k-space count at 60 K: N_c = 2.4542e+18 cm^-3, mean KE = 1.5000 kT
T(K)    f          kinetic    ionization total
  20  4.777e-04  7.166e-04  1.018e-01  0.1025
  30  1.563e-02  2.344e-02  1.577e+00  1.6009
  40  9.185e-02  1.378e-01  5.360e+00  5.4981
  50  2.560e-01  3.840e-01  9.161e+00  9.5453
  60  4.693e-01  7.039e-01  1.011e+01  10.8135
  77  7.637e-01  1.146e+00  6.116e+00  7.2618
 100  9.253e-01  1.388e+00  1.826e+00  3.2138
 150  9.871e-01  1.481e+00  2.065e-01  1.6872
 300  9.987e-01  1.498e+00  1.002e-02  1.5081
ionization peak: T = 57.65 K, c = 10.203 k, f = 0.4185
  there E_d/kT = 6.643
  half height at 39.41 K and 80.78 K
total peak: T = 58.59 K, c = 10.846 k, f = 0.4390
  kinetic part 0.659 k, ionization part 10.188 k
  per volume: 1.498e-07 J/(cm^3 K)
uniqueness limit 2E_d/3k = 255.3 K, f there = 0.9979
canonical sums at 50 K: donors, c (k), Var(M)/N
    100  9.56867  0.109521
   1000  9.54755  0.109240
  10000  9.54548  0.109213
  formula: 9.54525  0.109210
Neglected effects (rough inputs)
A1 level at +1.8 meV: peak 10.477 k at 59.45 K
n=2 levels (meV above ground, states): 21.5 (12), 24.0 (12), 26.6 (24)
A1 and n=2 levels: peak 10.428 k at 58.66 K
A1 Schottky peak: 0.1029 k at 9.96 K
  ionization term there: 1.45e-05 k
1% acceptors: peak 10.794 k at 58.56 K
  c at 30 K: 1.5152 k, without acceptors 1.6009 k
screening length 86.2 nm, Coulomb shift 1.43 meV
  electrons per cubed length: 0.282
  shifted E_d: peak 10.710 k at 56.50 K
n/N_c at total peak: 1.85e-04
  Fermi-Dirac change of c: -1.26e-05 (relative)
  shift on halving Fermi mesh: 0.0e+00 k
donor radius 2.11 nm, spacing 100.0 nm
Li hop rate at peak: 10^(-42.9) s^-1 (barrier 0.65 eV)
electron-hole pair term at 300 K: 2.6e-07 k per donor
lattice, Debye T = 640 K: 1.220e-01 J/(cm^3 K) at peak
  electronic/lattice heat: 1.23e-06
ALL CHECKS PASSED
```
